# Using the Breit operator beyond first-order perturbation theory, part 1

(Sections cited here and not found follow in the second part.)

Q: The rule I work by is that the Breit operator belongs in first-order perturbation theory and nowhere else. It is an approximation of order \(\alpha^2\) to photon exchange, and iterating it, or putting it into a self-consistent field, gives wrong energies. Do you dispute that?

A: I want to find out exactly what goes wrong when it is iterated, because a rule should forbid no more than its cause requires. I use hartree atomic units, so \(c=1/\alpha=137.036\), and clamped point nuclei. The one-electron operator, with the rest energy subtracted, is
\[ h=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V,\qquad \alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix}, \]
and with \(r=|\mathbf r_1-\mathbf r_2|\), \(\mathbf n=(\mathbf r_1-\mathbf r_2)/r\) and repeated indices summed, the Breit operator is
\[ B=-\alpha_{1i}\,T_{ij}\,\alpha_{2j},\qquad T_{ij}=\frac{\delta_{ij}+n_in_j}{2r}. \]
For a spinor with upper part \(\phi\) and lower part \(\chi\), the equation \(h\psi=\varepsilon\psi\) reads
\[ (V-\varepsilon)\phi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=0,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\phi+(V-2c^2-\varepsilon)\chi=0 . \]
Take momenta small against \(c\) and potentials small against \(c^2\), which holds in any fixed finite Gaussian basis when \(c\) is large. On the positive branch \(\varepsilon\) is of order 1, and the second equation gives \(\chi=\boldsymbol\sigma\cdot\mathbf p\,\phi/(2c)+O(c^{-3})\). On the negative branch \(\varepsilon\approx-2c^2\), and the first gives \(\phi=-\boldsymbol\sigma\cdot\mathbf p\,\chi/(2c)+O(c^{-3})\). A positive state is mostly upper and a negative state mostly lower.

The current density between two spinors is \(\psi_a^\dagger\alpha_i\psi_b=\phi_a^\dagger\sigma_i\chi_b+\chi_a^\dagger\sigma_i\phi_b\). Between two positive states each term holds one small factor, so the vertex is of order \(1/c\). From a positive to a negative state the term \(\chi_-^\dagger\sigma_i\phi_+\) holds none, so the vertex is of order 1. The charge density \(\phi_a^\dagger\phi_b+\chi_a^\dagger\chi_b\) behaves oppositely: order 1 for \(++\), order \(1/c\) for \(-+\).

Q: And \(B\) has two such vertices.

A: Yes. Label two-electron states by the branch of each electron. Starting from a \(++\) state, the elements of \(B\) to \(++\), \(+-\) and \(--\) states are of order \(c^{-2}\), \(c^{-1}\) and \(1\). Those of \(1/r\) are of order \(1\), \(c^{-1}\) and \(c^{-2}\). Let \(P\) project on \(++\) and \(Q=1-P\). Eliminating the \(Q\) part of the eigenvector from \(H\Psi=E\Psi\) gives exactly
\[ \big[PHP+PHQ\,(E-QHQ)^{-1}QHP\big]\Psi_P=E\,\Psi_P . \]
With the branches taken from \(h\), only \(g=1/r+B\) couples \(P\) to \(Q\). In a compact basis \(E-QHQ\) is dominated by \(+2c^2\) on \(+-\) states and \(+4c^2\) on \(--\) states; the signs are positive because these states lie below \(E\). Through \(+-\), any product of two elements of \(g\) gives \(c^{-1}c^{-1}/c^2=c^{-4}\). Through \(--\), Coulomb with Coulomb gives \(c^{-6}\), Coulomb with Breit \(c^{-4}\), and Breit with Breit \(1\cdot1/(4c^2)\). The last is of order \(\alpha^2\), the order of \(\langle B\rangle\) itself. Inside \(PHP\), where \(B\) is of order \(c^{-2}\) and the excitation energies are of order 1, the second order in \(B\) is \(c^{-4}\).

Q: So one channel spoils the counting. How large is the term?

A: To leading order the \(--\) states span the lower-lower block, and \(B\) carries an upper-upper function entirely into that block, since each \(\alpha\) is off-diagonal. In a complete basis the sum closes:
\[ \Delta E_{--}=\sum_{n\in --}\frac{|\langle n|B|\psi\rangle|^2}{4c^2}=\frac{\langle\psi|B^2|\psi\rangle}{4c^2}, \]
with \(\psi\) the nonrelativistic state. With \(\Sigma_m\) the block-diagonal spin matrices, \(\alpha_i\alpha_k=\delta_{ik}+i\epsilon_{ikm}\Sigma_m\), so
\[ B^2=T_{ij}T_{kl}\,(\delta_{ik}+i\epsilon_{ikm}\Sigma_{1m})(\delta_{jl}+i\epsilon_{jln}\Sigma_{2n}). \]
Put \(z\) along \(\mathbf n\), where \(rT=\mathrm{diag}(t_x,t_y,t_z)=\mathrm{diag}(\tfrac12,\tfrac12,1)\). The \(\delta\delta\) term is \(\operatorname{tr}T^2=\tfrac32r^{-2}\). The mixed terms contract the symmetric matrix \(T^2\) with an \(\epsilon\) and vanish. In the \(\epsilon\epsilon\) term diagonality forces \(j=i\), \(l=k\), and \(\sum_{ik}\epsilon_{ikm}\epsilon_{ikn}t_it_k\) is \(\delta_{mn}\) times twice the product of the two \(t\) other than \(t_m\): 1 for \(m=x,y\) and \(\tfrac12\) for \(m=z\). With \(i^2=-1\) the term is \(-r^{-2}[\boldsymbol\Sigma_1\cdot\boldsymbol\Sigma_2-\tfrac12\Sigma_{1z}\Sigma_{2z}]\). Together,
\[ B^2=\frac{3-2\,\boldsymbol\Sigma_1\cdot\boldsymbol\Sigma_2+(\boldsymbol\Sigma_1\cdot\mathbf n)(\boldsymbol\Sigma_2\cdot\mathbf n)}{2r^2}. \]
A singlet has \(\boldsymbol\Sigma_1\cdot\boldsymbol\Sigma_2=-3\) and \(\Sigma_{1z}\Sigma_{2z}=-1\), so \(r^2B^2=(3+6-1)/2=4\) and \(\Delta E_{--}=\langle r^{-2}\rangle/c^2\). In a finite basis the sum reaches only the projection \(P_{SS}\) on products of small-component functions, and the term is \(K/c^2\) with \(K=\tfrac14\|P_{SS}B\psi\|^2\). A projection cannot lengthen a vector, so \(K\le\langle r^{-2}\rangle\) for a singlet.

Q: Why call that term wrong? Negative-energy states stand for virtual pairs, and virtual pairs are physical.

A: They are, but \(B\) does not describe the photon when a pair is made. Its derivation shows where it stops. In Coulomb gauge and Gaussian units an electron couples as \(\boldsymbol\alpha\cdot\mathbf A\), and each mode of frequency \(ck\) has amplitude \(\sqrt{2\pi c^2/(ck)}\) per unit volume. The vacuum correlation in imaginary time \(\tau\) is
\[ \mathcal D_{ij}(\mathbf r,\tau)=\langle A_i(\mathbf r_1,\tau)A_j(\mathbf r_2,0)\rangle=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{2\pi c}{k}\,(\delta_{ij}-\hat k_i\hat k_j)\,e^{i\mathbf k\cdot\mathbf r-ck|\tau|}. \]
Since \(1/(E_n-E_0)=\int_0^\infty e^{-(E_n-E_0)\tau}d\tau\), a second-order energy is \(-\tfrac12\int_{-\infty}^{\infty}d\tau\,\langle H'(\tau)H'(0)\rangle\). For \(H'=H_1+H_2\), one term per electron, the two cross terms give \(-\int d\tau\,\langle H_1(\tau)H_2(0)\rangle\). If the electrons do not evolve while the photon is in flight, this is \(-\alpha_{1i}\alpha_{2j}\int\mathcal D_{ij}\,d\tau\), and \(\int e^{-ck|\tau|}d\tau=2/(ck)\) gives the kernel \(4\pi(\delta_{ij}-\hat k_i\hat k_j)/k^2\). The function with transform \(4\pi/k^2\) is \(1/r\). Because \(\nabla^2r=2/r\), the function with transform \(4\pi/k^4\) is \(-r/2\), and \(k_ik_j\to-\partial_i\partial_j\) turns \(4\pi k_ik_j/k^4\) into \(+\tfrac12\partial_i\partial_jr=(\delta_{ij}-n_in_j)/(2r)\). Hence
\[ \int\mathcal D_{ij}\,d\tau=\frac{\delta_{ij}}r-\frac12\partial_i\partial_j r=\frac{\delta_{ij}+n_in_j}{2r}=T_{ij}. \]
The frozen-electron step replaced the denominator \(ck+\Delta E\), with \(\Delta E\) the electronic excitation while the photon is present, by \(ck\). With \(k\sim1/r\) this requires \(|\Delta E|\,r/c\ll1\). At \(r=1\) bohr and \(\Delta E=1\) hartree the parameter is \(0.0073\), and the neglected term \(-\Delta E/(ck)^2\) corrects \(\langle B\rangle\sim c^{-2}\) at order \(c^{-3}\) up to a logarithm: its kernel \((2\pi c/k)(ck)^{-2}\) makes the \(k\) integral \(c^{-1}\int dk/k\), running from \(ck\sim\Delta E\), where the expansion stops, to \(k\sim1/r\), so with the two \(1/c\) vertices the correction is of order \(\alpha^3\ln\alpha\). On the way to a \(--\) state \(|\Delta E|\) is \(2c^2\) or \(4c^2\), and for \(4c^2\) the parameter is \(548\). The element \(\langle--|B|++\rangle\) is the static operator used far outside the condition under which it was derived.

Q: Then what do the pairs contribute when the photon is treated properly?

A: The opposite limit applies: a pair lives for a time of order \(1/(2c^2)\), short against the flight time \(r/c\) when \(r\gg1/c\). It is the pair that is instantaneous. Consider one electron in a positive state \(a\) and a field with \(ck\ll2c^2\). In the filled-sea picture the field excites a negative electron into an empty positive state \(p\), with energy \(-|\langle p|\boldsymbol\alpha\cdot\mathbf A|-\rangle|^2/(2c^2)\). The presence of the electron blocks \(p=a\), and removing a negative term raises the energy relative to the vacuum by
\[ \sum_-\frac{|\langle a|\boldsymbol\alpha\cdot\mathbf A|-\rangle|^2}{2c^2}=\frac{\langle(\boldsymbol\sigma\cdot\mathbf A)^2\rangle}{2c^2}=\frac{\langle A^2\rangle}{2c^2}, \]
where the spin part \(i\epsilon_{ikm}A_iA_k\sigma_m\) vanishes because the components of \(\mathbf A\) commute at one time. This is the \(A^2\) term of \((\mathbf p+\mathbf A/c)^2/2\). The process in which two transverse photons are exchanged and each electron passes through a negative state between its two vertices is therefore the second order of \(H_a=A^2(\mathbf r_a)/(2c^2)\). Between the two pair events the electrons are in positive states, so freezing them is now allowed. The two photons from electron 1 can be matched to electron 2 in two ways, so
\[ V_{2\gamma}(r)=-\frac1{4c^4}\int_{-\infty}^\infty d\tau\;2\,\mathcal D_{ij}\mathcal D_{ij}. \]
The iterated Breit operator squares the time integral of \(\mathcal D\); the field theory integrates its square.

To evaluate it, set \(x=kr\) and \(u=c|\tau|/r\). The angular average of \(e^{ix\cos\theta}\) is \(j_0(x)\), so that of \((1-\cos^2\theta)e^{ix\cos\theta}\) is \(j_0+j_0''\), which equals \(2j_1/x\) by \(j_0''=-j_0-2j_0'/x\) and \(j_0'=-j_1\). This is the component along \(\mathbf n\). The trace of \(\delta_{ij}-\hat k_i\hat k_j\) is 2, so each component across \(\mathbf n\) is \(j_0-j_1/x\). The prefactor is \(4\pi\cdot2\pi c/(2\pi)^3=c/\pi\) with measure \(k\,dk=x\,dx/r^2\). Two integrals are needed:
\[ g=\int_0^\infty e^{-ux}\sin x\,dx=\frac1{1+u^2},\qquad \eta=\int_0^\infty e^{-ux}j_1\,dx=1-u\int_0^\infty e^{-ux}\frac{\sin x}x\,dx=1-u\,\mathrm{arccot}\,u . \]
The second uses \(j_1=-j_0'\) and integration by parts; the last integral has \(u\)-derivative \(-g\) and vanishes at infinity, which identifies it as \(\mathrm{arccot}\,u\). So \(\mathcal D=c/(\pi r^2)\) times \(g-\eta\) across and \(2\eta\) along \(\mathbf n\), and
\[ \mathcal D_{ij}\mathcal D_{ij}=\Big(\frac c{\pi r^2}\Big)^2\big[2(g-\eta)^2+4\eta^2\big]=\Big(\frac c{\pi r^2}\Big)^2\big[2g^2-4g\eta+6\eta^2\big]. \]
Differentiating, \(\eta'=-\mathrm{arccot}\,u+ug\), so \(u\eta'=(\eta-1)+u^2g=\eta-g\). Since \(\eta\to1/(3u^2)\) at large \(u\), boundary terms vanish, and \(\int_0^\infty\eta^2du=-2\int u\eta\eta'\,du=-2\int\eta^2du+2\int g\eta\,du\). Thus \(3\int\eta^2=2\int g\eta\), the last two terms in the bracket cancel, and with \(u=\cot\theta\) what remains is \(2\int g^2du=2\int_0^{\pi/2}\sin^2\theta\,d\theta=\pi/2\). With \(\int d\tau=(2r/c)\int_0^\infty du\),
\[ V_{2\gamma}=-\frac{1}{4c^4}\cdot2\cdot\frac{c^2}{\pi^2r^4}\cdot\frac{2r}{c}\cdot\frac\pi2=-\frac1{2\pi c^3r^3},\qquad r\gg1/c . \]
The same relation checks the static limit: \(\int\eta\,du=-\int(\eta-g)\,du\) gives \(\int\eta=\tfrac12\int g=\pi/4\), so \(r\int\mathcal D\,d\tau=(2/\pi)(\pi/4)=\tfrac12\) across and \((2/\pi)(\pi/2)=1\) along \(\mathbf n\), the eigenvalues of \(rT\). At \(r=1\) bohr the singlet term \(1/(c^2r^2)\) is \(+53.25\) microhartree and \(V_{2\gamma}\) is \(-0.062\) microhartree. The mean of \(r^{-3}\) diverges logarithmically at small \(r\); cutting it at \(r\sim1/c\), where the derivation ends, gives \(\langle r^{-3}\rangle\approx4\pi\langle\delta(\mathbf r)\rangle\ln c\), and the energy is of order \(\alpha^3\ln\alpha\). The excluded region has volume of order \(c^{-3}\) and \(V_{2\gamma}\) is of order 1 at its edge, so by estimate it adds order \(\alpha^3\). Nothing of order \(\alpha^2\) is left in this process.

Q: Is it not simply a sign error, cured by treating the negative states as filled?

A: No. Keep the instantaneous \(B\) and fill the sea. The vacuum energy has terms \(-|\langle pq|B|--\rangle|^2/(4c^2)\) over pairs of empty positive states. With electrons in \(a\) and \(b\), the allowed pairs are all pairs, minus those containing \(a\), minus those containing \(b\), plus the pair \((a,b)\), which was removed twice. The first set is the vacuum, the next two are one-electron terms, and the two-electron remainder is \(-|\langle ab|B|--\rangle|^2/(4c^2)\) summed over \(--\). The sign has flipped but the order is still \(\alpha^2\). Filling the sea does not remove it; retardation, as shown above, does.

Q: Granted that the \(--\) channel must go. Deleting it by hand does not make the rest right. Why should \(\Lambda_+\Lambda_+(h_1+h_2+1/r+B)\Lambda_+\Lambda_+\), with \(\Lambda_+\) the projector on the positive branch, give the correct \(\alpha^2\) energy when solved to all orders?

A: Expand its eigenvalue. Write \(a_i=\boldsymbol\sigma_i\cdot\mathbf p_i/(2c)\) and lift a two-component function \(\psi(1,2)\) to the sixteen-component \(\Psi\) with blocks \(\psi\), \(a_1\psi\), \(a_2\psi\), \(a_1a_2\psi\). Let \(W\) be the sum of all Coulomb potentials and \(\hat t_i=p_i^2/2\). The free Dirac part of electron 1 acts on a pair of blocks \((f,a_1f)\) and yields
\[ 2\langle f|c\,\boldsymbol\sigma_1\cdot\mathbf p_1\,a_1|f\rangle-2c^2\langle a_1f|a_1f\rangle=\langle p_1^2\rangle_f-\tfrac12\langle p_1^2\rangle_f=\langle f|\hat t_1|f\rangle, \]
by \((\boldsymbol\sigma\cdot\mathbf p)^2=p^2\). The pairs are \(f=\psi\) and \(f=a_2\psi\). The operator \(W-E\) acts within each block. Collecting terms and dropping the \(c^{-4}\) piece from the last block,
\[ \langle\Psi|H_{DC}-E|\Psi\rangle=\langle\psi|\hat t_1+\hat t_2+W-E|\psi\rangle+\sum_{i\ne j}\langle a_i\psi|\hat t_j+W-E|a_i\psi\rangle, \]
where DC stands for Dirac–Coulomb. The eigenvalue makes this form stationary and zero, and first-order perturbation theory about the nonrelativistic solution gives
\[ E=E_{NR}+\frac1{4c^2}\sum_{i\neq j}\langle\boldsymbol\sigma_i\cdot\mathbf p_i\psi|\,\hat t_j+W-E_{NR}\,|\boldsymbol\sigma_i\cdot\mathbf p_i\psi\rangle . \]
The true \(++\) space differs from the lifted one by \(\delta\chi=O(c^{-3})\) in the lower components. The term linear in \(\delta\chi\) is its overlap with \(c\,\boldsymbol\sigma\cdot\mathbf p\,\phi-2c^2\chi\), zero by the lift, plus its overlap with the potential terms, which are of order \(c^{-1}\) for both \(1/r\) and \(B\): together \(c^{-4}\). The quadratic term is \(-2c^2\|\delta\chi\|^2\), also \(c^{-4}\). This holds for the positive branch of the free operator, of \(h\), or of a Fock operator, so the choice among these projectors moves the energy only at \(c^{-4}\) in a fixed finite basis. In a complete basis the free projector and that of \(h\) differ earlier, even for a light nucleus: by power counting the nuclear attraction couples a bound state to a free negative state of momentum \(k\) with an element of order \((k/c)/k^2\) and a denominator \(2c^2\), and \(c^{-4}\int^c d^3k/k^2\) is of order \(c^{-3}\). The very small projector differences of the example below are therefore a property of its compact basis. The basis must contain \(\boldsymbol\sigma\cdot\mathbf p\) of every large-component function, or the lift does not exist in it.

For an exact \(\psi\) the expression becomes the Pauli one. From \(\sigma_k\sigma_l=\delta_{kl}+i\epsilon_{klm}\sigma_m\) and \(p_kW=Wp_k-i\partial_kW\), one has \(\boldsymbol\sigma\cdot\mathbf p\,W\,\boldsymbol\sigma\cdot\mathbf p=\mathbf p\cdot W\mathbf p+\boldsymbol\sigma\cdot(\nabla W\times\mathbf p)\). The double commutator \([p_k,[p_k,W]]=p^2W+Wp^2-2\,\mathbf p\cdot W\mathbf p=-\nabla^2W\) gives \(\mathbf p\cdot W\mathbf p=\tfrac12\{p^2,W\}+\tfrac12\nabla^2W\). The Schrödinger equation says \((\hat t_j+W-E_{NR})\psi=-\hat t_i\psi\), so the anticommutator term equals \(-\tfrac12\|p_i^2\psi\|^2\). Each electron contributes
\[ -\frac{\langle p_i^4\rangle}{8c^2}+\frac{\langle\nabla_i^2W\rangle}{8c^2}+\frac{\langle\boldsymbol\sigma_i\cdot(\nabla_iW\times\mathbf p_i)\rangle}{4c^2}, \]
which are the mass-velocity, Darwin and spin-orbit terms. For hydrogen \(2s\) the lifted form, the Pauli form and the expansion of the Dirac eigenvalue all give the coefficient \(-0.0390625\).

Q: And the Breit part?

A: Insert the lift in the current density:
\[ 2c\,\psi_a^\dagger\alpha_i\psi_b=\phi_a^\dagger\sigma_i\sigma_j\,p_j\phi_b+(p_j\phi_a)^\dagger\sigma_j\sigma_i\,\phi_b . \]
The \(\delta_{ij}\) parts give \(\phi_a^\dagger p_i\phi_b+(p_i\phi_a)^\dagger\phi_b=2\phi_a^\dagger p_i\phi_b+i\partial_i(\phi_a^\dagger\phi_b)\). The gradient drops out after integration by parts, because \(k_i(\delta_{ij}-\hat k_i\hat k_j)=0\). The \(\epsilon\) parts are \(i\epsilon_{ijk}(-i)\phi_a^\dagger\sigma_k\partial_j\phi_b\) and \(i\epsilon_{jik}(+i)(\partial_j\phi_a^\dagger)\sigma_k\phi_b\), which add to \(\epsilon_{ijk}\partial_j(\phi_a^\dagger\sigma_k\phi_b)\), the curl of the spin density. The vertex is the velocity \(\mathbf p/c\) plus a magnetization current with factor \(1/(2c)\). Velocity with velocity gives the orbit-orbit operator \(-p_{1i}T_{ij}p_{2j}/c^2\). Velocity with curl is linear in one spin and averages to zero in a singlet. For curl with curl, moving the curls onto \(e^{i\mathbf k\cdot(\mathbf r_1-\mathbf r_2)}\) gives \(-i\mathbf k\times\boldsymbol\sigma_1\) and \(+i\mathbf k\times\boldsymbol\sigma_2\), both transverse, so
\[ B_{ss}=-\frac1{4c^2}\int\!\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,\big[k^2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-(\mathbf k\cdot\boldsymbol\sigma_1)(\mathbf k\cdot\boldsymbol\sigma_2)\big]e^{i\mathbf k\cdot\mathbf r}. \]
In a singlet \(\langle\sigma_{1i}\sigma_{2j}\rangle=-\delta_{ij}\), by rotational invariance and the trace \(-3\). The bracket is \(-3k^2+k^2=-2k^2\), and \(B_{ss}\to+2\pi\delta(\mathbf r)/c^2\). For a singlet, then,
\[ E_B=c^{-2}\big[-\langle p_{1i}T_{ij}p_{2j}\rangle+2\pi\langle\delta(\mathbf r)\rangle\big]+\dots \]
For a doubly occupied real orbital the convective density \(\phi\,\mathbf p\phi+(\mathbf p\phi)^*\phi\) vanishes and only the contact term remains. These are the Breit–Pauli operators, which is what static photon exchange gives at order \(\alpha^2\); retardation and the two-photon pair term were both shown above to start at \(\alpha^3\ln\alpha\). Self-energy and vacuum polarization I have not derived. They are missing from first-order and all-order use of \(B\) alike, so they cannot decide between the two.

Iterating the static Breit operator goes wrong at order \(\alpha^2\) through the \(--\) channel, whereas the projected operator gives the Breit–Pauli energy at that order. Still to be examined are the contact term in second order, the self-consistent field, a lower bound on the energy, a numerical test on H\(_2\), and where the original rule still binds.

Numerical values quoted here were computed with a short program.
